# Correcting telegraph noise dwell times for a detector dead time

## 1. Definitions and conventions

A single trap at a silicon–oxide interface switches the channel current between two levels. In state A the trap is empty, and capture ends the state at rate $a=1/\tau_c$. In state B the trap is filled, and emission ends the state at rate $b=1/\tau_e$. The rates are constant in time, so the true dwells are independent and exponentially distributed, with means $\tau_c$ (empty) and $\tau_e$ (filled).

The detector has dead time $d$, which here means a minimum duration:

- A change of state is accepted if the new state lasts without interruption for at least $d$.
- An accepted change is dated to the start of that long dwell.
- If the new state ends sooner, the change is ignored and the detector's clock returns to zero.

This differs from a counter that is blind for a fixed interval after each count. The same $d$ applies to both directions, amplitude noise causes no false transitions, and the record is long enough for end effects to be negligible.

An apparent empty dwell runs from one accepted change into A to the next accepted change into B. It may contain filled dwells shorter than $d$. Its mean is $T_c$; the mean apparent filled dwell is $T_e$. The task is to find $T_c,T_e$ from $a,b,d$, and then $a,b$ from $T_c,T_e,d$.

## 2. Mean apparent dwells

Suppose the detector announces each accepted change when its clock reaches $d$. Every announcement then comes $d$ after the start of the dwell it reports. Both ends of an apparent dwell shift equally, so its length is the time between announcements.

Start when A is announced. The trap is still empty and, because the exponential law has no memory, remains so for a further mean time $1/a$. A filled dwell $Y$ follows. The clock runs for the shorter of $Y$ and $d$, with mean

$$\int_0^d P(Y>t)\,dt=\int_0^d e^{-bt}dt=\frac{1-e^{-bd}}{b}.$$

With probability $e^{-bd}$ the clock reaches $d$ and B is announced. With probability $1-e^{-bd}$ the trap empties first, and the situation is the same as at the start. Hence

$$T_c=\frac1a+\frac{1-e^{-bd}}{b}+(1-e^{-bd})\,T_c .$$

Moving the last term to the left leaves $e^{-bd}T_c$ there. Multiplying by $e^{bd}$ gives

$$T_c=\frac{e^{bd}}{a}+\frac{e^{bd}-1}{b}=e^{bd}(\tau_c+\tau_e)-\tau_e. \tag{1}$$

Exchanging the two states gives

$$T_e=e^{ad}(\tau_c+\tau_e)-\tau_c. \tag{2}$$

The apparent empty dwell depends exponentially on the emission rate, because short filled dwells are the ones that fail to end it.

Direct counting gives the same result. The first empty dwell must exceed $d$ and has mean $d+1/a$. The number of missed filled dwells is geometric, with mean $(1-e^{-bd})/e^{-bd}=e^{bd}-1$. Since the mean of $\min(Y,d)$ includes a contribution $de^{-bd}$ from long dwells, a missed dwell has mean

$$\frac{(1-e^{-bd})/b-de^{-bd}}{1-e^{-bd}}=\frac1b-\frac{d}{e^{bd}-1}.$$

Each is followed by an empty dwell of unrestricted length, with mean $1/a$. The sum is $d+1/a+(e^{bd}-1)(1/a+1/b)-d$, which is (1).

**Numbers.** Take the round parameters $\tau_c=2$ ms, $\tau_e=0.5$ ms and $d=0.2$ ms, so that $ad=0.1$ and $bd=0.4$. The detector misses 9.5% of the empty dwells and 33% of the filled ones. Then

$$T_c=1.4918\times2.5-0.5=3.230\ \text{ms},\qquad T_e=1.1052\times2.5-2=0.763\ \text{ms}.$$

A simulated record with 939,317 apparent empty dwells gives 3.228 ms and 0.762 ms.

## 3. Two limits

**Short dead time.** Multiply (1) by $a$ and expand to second order in $d$:

$$\frac{T_c}{\tau_c}=e^{bd}\left(1+\frac ab\right)-\frac ab=1+(a+b)d+\frac{b(a+b)d^2}{2}+\dots$$

The corresponding expression for $T_e/\tau_e$ has $a(a+b)d^2/2$ as its last term. To first order both dwells stretch by the same factor, and their ratio is unchanged. On taking logarithms, the first-order terms and their squares cancel in the difference:

$$\ln\frac{T_c}{T_e}-\ln\frac{\tau_c}{\tau_e}=\frac{(b^2-a^2)d^2}{2}+\dots$$

This matters for trap energies. For an electron trap in equilibrium with a reservoir of Fermi energy $E_F$, $\tau_c/\tau_e=g\exp[(E_T-E_F)/kT]$, where $g$ is a degeneracy factor. Using apparent dwells changes the inferred $E_T$ by $kT$ times the difference above, and $g$ drops out.

In the example at 300 K, $kT=25.85$ meV and the ratio changes from 4 to 4.233. The inferred level is too high by $25.85\ln(4.233/4)=1.46$ meV. The leading term gives 1.94 meV, about a third too much. The dwells themselves are wrong by much more: they are stretched by factors 1.61 and 1.53, against 1.50 at first order.

**Rare, short filling events.** Let $ad\ll1$ while $bd$ need not be small. Expanding (2) in $ad$ gives $T_e\simeq\tau_e+d+d\,\tau_e/\tau_c+d(ad)/2$. The last two terms, relative to $\tau_e$, are $ad(1+bd/2)$. If this is small,

$$\tau_e\simeq T_e-d .$$

Equation (1) gives $T_ce^{-bd}=\tau_c+\tau_e(1-e^{-bd})$, and the second term relative to $\tau_c$ is $(a/b)(1-e^{-bd})\le ad$. Hence $\tau_c\simeq T_ce^{-bd}$, with $b$ taken from the estimate of $\tau_e$. The exponent multiplies the small relative error in $\tau_e$ by $bd$, so this second estimate also needs $bd\cdot ad(1+bd/2)\ll1$.

## 4. Inversion

Define $x=ad$, $y=bd$, $\alpha=T_c/d$, $\beta=T_e/d$ and

$$h(u)=\frac{e^u-1}{u}=\int_0^1e^{tu}\,dt,\qquad h(0)=1.$$

Dividing (1) by $d$ gives $\alpha=e^y/x+h(y)$, and (2) gives $\beta=e^x/y+h(x)$. Therefore

$$x=X(y)=\frac{e^y}{\alpha-h(y)},\qquad y=Y(x)=\frac{e^x}{\beta-h(x)}. \tag{3}$$

Both denominators must be positive. Since every apparent dwell is at least $d$ long, $\alpha,\beta>1$, and both maps exist at least near zero.

**Number of solutions.** The integral shows that $h$ is increasing and strictly convex. So is $1/(\alpha-h)$, because its second derivative is $h''/(\alpha-h)^2+2h'^2/(\alpha-h)^3>0$. The product of two positive, increasing, convex functions $f,g$ is convex, because $(fg)''=f''g+2f'g'+fg''$. Hence $X$ and $Y$ are positive, increasing and strictly convex.

Substituting one map into the other leaves one equation:

$$F(y)=Y(X(y))-y=0 .$$

An increasing strictly convex function of a strictly convex function is strictly convex, and subtracting $y$ does not alter this. Let $x_m$ be the point where $h(x_m)=\beta$. If $X(0)\ge x_m$, no allowed $y$ exists and there is no solution. Otherwise $F(0)>0$, and $F\to+\infty$ where $X(y)$ reaches $x_m$. A strictly convex function with these end values has two zeros, one zero at a tangency, or none.

Two measured means therefore do not in general determine the rates. When there are two solutions, the one with smaller $y$ also has smaller $x=X(y)$. I call it the slow solution and the other the fast solution.

**Which solution is which.** At the first zero $F'<0$, and at the second $F'>0$. With $\rho=X'(y)Y'(x)=F'+1$, the slow solution has $\rho<1$ and the fast one $\rho>1$. Differentiating (3), and using $1/(\alpha-h)=Xe^{-y}$, gives

$$X'=x+x^2k(y),\quad Y'=y+y^2k(x),\quad k(u)=e^{-u}h'(u)=\frac{u-1+e^{-u}}{u^2},$$

$$\rho=xy\,[1+x\,k(y)]\,[1+y\,k(x)]. \tag{4}$$

**Algorithm for the slow solution.** Start from $y_0=0$ and repeat $x_{n+1}=X(y_n)$, $y_{n+1}=Y(x_{n+1})$. Since $y_1>0=y_0$ and both maps increase, the sequence rises. If $y_n$ does not exceed the slow value $y_s$, then $X(y_n)\le x_s$ and $y_{n+1}\le y_s$. The sequence is thus bounded and converges to a solution no larger than the slow one, which is the slow one itself. Near it, each cycle multiplies the error by $\rho$. If no solution exists, the sequence rises until a denominator in (3) is no longer positive; the code should then report failure.

In units of time, one cycle is

$$\tau_c\leftarrow e^{-bd}\left[T_c-\frac{e^{bd}-1}{b}\right],\qquad
\tau_e\leftarrow e^{-ad}\left[T_e-\frac{e^{ad}-1}{a}\right],$$

with $a,b$ taken from the latest values. At the start $b=0$, and the first bracket is $T_c-d$. This removes the bias from counting long dwells alone, but not the joining of dwells across missed events.

In the example the first cycle gives $\tau_c=3.2296-0.2=3.0296$ ms, 51% above the true value. With $ad=0.2/3.0296=0.0660$, it gives $\tau_e=(0.7629-0.2068)/1.0682=0.521$ ms. The next values of $\tau_c$ are 2.0334, 2.0016 and 2.0001 ms. From (4), $\rho=0.04\times1.044\times1.193=0.050$, which agrees with the fall of the error from 0.0334 to 0.0016 ms in one cycle.

**Algorithm for the fast solution.** Find the minimum of $F$ within its allowed range. If it is negative, bracket the second zero between the minimum and the upper end. For small $u$, evaluate $e^u-1$ with a routine that avoids cancellation.

**Equal apparent dwells.** If $\alpha=\beta$, exchanging $x$ and $y$ turns one solution into another. Two different solutions must be ordered in both coordinates, which $(x,y)$ and $(y,x)$ are not unless $x=y$. Thus $T/d=(2e^x-1)/x$. This tends to infinity at both ends of $x>0$, and its derivative vanishes when

$$2xe^x=2e^x-1\quad\Longrightarrow\quad (x-1)e^{x-1}=-\frac1{2e}.$$

The positive root is $x^*=1+W_0(-1/(2e))=0.768$, where $W_0$ is the principal Lambert function. Inserting the condition into $T/d$ gives the minimum $2e^{x^*}=4.31$. A symmetric record with mean apparent dwell below $4.31d$ cannot come from this model, apart from sampling error.

## 5. Choosing between the solutions

The example has a second solution, $\tau_c=0.137$ ms and $\tau_e=0.0726$ ms. Both times are shorter than the dead time. A simulated signal with these values gives apparent means of 3.224 ms and 0.764 ms, so the ambiguity belongs to the measurement and is not an artefact of the algebra.

**Width of the distribution.** Let $\varphi(s)$ be the mean of $e^{-sT}$ for an apparent empty dwell $T$, and put $E=e^{-(b+s)d}$. The argument of Section 2 gives

$$\varphi=\frac{a}{a+s}\left[E+\frac{b(1-E)}{b+s}\varphi\right]
\;\Longrightarrow\;
\varphi=\frac{a(b+s)E}{s^2+(a+b)s+abE}.$$

The first term in the bracket is acceptance after time $d$; the second is a return to A before then. Call the last denominator $D(s)$. Since the derivative of $E$ with respect to $s$ is $-d\cdot E$,

$$D(0)=abe^{-bd},\quad D'(0)=a+b-abd\,e^{-bd},\quad D''(0)=2+abd^2e^{-bd}.$$

With $M=T_c+\tau_e=e^{bd}(\tau_c+\tau_e)$, this means $D'(0)/D(0)=M-d$. The variance is the second derivative of $\ln\varphi$ at $s=0$:

$$\sigma_c^2=-\frac1{b^2}-\frac{D''(0)}{D(0)}+(M-d)^2
=M^2-2Md-\frac{2e^{bd}}{ab}-\frac1{b^2}.$$

For the empty dwells the standard deviations are 3.031 ms for the slow solution and 3.044 ms for the fast one, a difference of only 0.4%. For the filled dwells, exchanging the states gives 0.564 ms and 0.588 ms, a difference of about 4%. The filled width is therefore the better criterion here, but it needs a record long enough to resolve that difference.

**A second dead time.** Now apply a detector with $d=0.1$ ms to the same signal. The slow solution predicts $T_c=2.554$ ms and $T_e=0.628$ ms; the fast one predicts 0.760 ms and 0.297 ms. The simulated true signal gives 2.553 ms and 0.628 ms, which selects the slow solution. A sufficiently short second dead time separates any two different solutions, because $T_c\to\tau_c$ and $T_e\to\tau_e$ as $d\to0$.

The second rule must act on the original signal. Applying a longer minimum duration to the list of already accepted dwells is not equivalent: a listed dwell may contain a missed interruption that should have reset the longer clock.

The slow solution is not a safe default when $ad$ and $bd$ are of order one. For 100 pairs drawn uniformly between 0.05 and 2.5, the true rates were the slow solution in 28 cases. That fraction belongs to this range of draws. Independent evidence that $\rho<1$ does justify the slow choice.

## 6. Errors and use on real devices

Linearizing (3) at fixed $d$ gives

$$\delta x=-\frac{x^2e^{-y}\,\delta\alpha+X'\,y^2e^{-x}\,\delta\beta}{1-\rho}.$$

The expression for $\delta y$ follows by exchanging the states. Errors grow without limit in this linear estimate as $\rho\to1$, where the two solutions merge. The example is far from that point: the simulated means at $d=0.2$ ms return $\tau_c=1.998$ ms and $\tau_e=0.499$ ms.

Telegraph noise in small transistors covers many decades of dwell time and depends strongly on gate bias; millisecond dwells lie within that span. A digital circuit or program can apply the reset rule to a sampled signal, but it can miss interruptions shorter than the sampling step. The step must therefore be much shorter than $d$, and also short enough that a missed interruption within a time $d$ is unlikely. The second condition is the stricter one when both true dwells are much shorter than $d$. A step $\Delta$ also shifts the effective $d$ by about $\Delta/2$, which by (1) changes $T_c$ by a relative amount of roughly $b\Delta/2$, and likewise $T_e$ by $a\Delta/2$. The step must therefore be short against both true dwells as well: for $ad=0.1$, $bd=10$ and $\Delta=d/20$, $T_c$ is off by about a quarter. An analogue low-pass filter does not follow the rule. For a first-order filter with time constant $t_f$ and a threshold halfway between the levels, a settled output crosses after $d=t_f\ln2$. A dead time of 0.2 ms then corresponds to a bandwidth $\ln2/(2\pi d)\approx0.55$ kHz. After a brief interruption the filter output has not settled, so its effective $d$ depends on the preceding dwells, and a dwell only slightly longer than $d$ gives an apparent dwell much shorter than $d$. For the example signal, a simulated filter of this bandwidth gives apparent means of 3.09 ms and 0.676 ms, with a fifth of the apparent filled dwells shorter than $d$. Inverting these means with $d=0.2$ ms returns $\tau_c=1.75$ ms and $\tau_e=0.41$ ms, 13% and 17% too low.

The effect of an error in $d$ can be estimated by holding $T_c,T_e$ fixed and differentiating (1) and (2). For an assumed $d$ that is 0.02 ms (10%) too large, the shifts in ms obey

$$1.492\,\delta\tau_c-2.492\,\delta\tau_e=-0.149,\qquad
-0.033\,\delta\tau_c+1.105\,\delta\tau_e=-0.028 .$$

In this linear estimate $\tau_c$ comes out about 7.5% too low and $\tau_e$ about 6% too low. This covers a constant error in $d$, not the full effect of filter memory. Several active traps, or a trap with additional internal states, break the two-state assumption itself, and (1) and (2) then do not apply.

## Computed results

```
true mean capture time tau_c = 2.000 ms
true mean emission time tau_e = 0.500 ms
dead time d = 0.200 ms
a d = 0.100, b d = 0.400
missed fraction of empty dwells = 0.0952
missed fraction of filled dwells = 0.3297
mean missed filled dwells per apparent empty = 0.4918
apparent T_c = 3.2296 ms, T_e = 0.7629 ms
simulated T_c = 3.2282 ms, T_e = 0.7623 ms
simulated apparent empty dwells: 939317
stretch T_c/tau_c = 1.6148, T_e/tau_e = 1.5259
first-order stretch 1+(a+b)d = 1.5000
true ratio tau_c/tau_e = 4.0000
apparent ratio T_c/T_e = 4.2331
temperature = 300 K, kT = 25.852 meV
trap energy error, full = 1.464 meV
trap energy error, leading order = 1.939 meV
alpha = T_c/d = 16.1478, beta = T_e/d = 3.8146
subtracting d only: T_c-d = 3.0296 ms, T_e-d = 0.5629 ms
iterate 1: tau_c = 3.02956 ms, tau_e = 0.52065 ms
iterate 2: tau_c = 2.03339 ms, tau_e = 0.50098 ms
iterate 3: tau_c = 2.00164 ms, tau_e = 0.50005 ms
iterate 4: tau_c = 2.00008 ms, tau_e = 0.50000 ms
iterate 5: tau_c = 2.00000 ms, tau_e = 0.50000 ms
slow solution: tau_c = 2.00000 ms, tau_e = 0.50000 ms
fast solution: tau_c = 0.13738 ms, tau_e = 0.07259 ms
fast solution: a d = 1.4558, b d = 2.7554
simulated fast candidate: T_c = 3.224 ms, T_e = 0.764 ms
std of apparent empty dwell, slow = 3.0305 ms
std of apparent empty dwell, fast = 3.0437 ms
second dead time = 0.100 ms
slow prediction there: T_c = 2.5535 ms, T_e = 0.6282 ms
fast prediction there: T_c = 0.7601 ms, T_e = 0.2974 ms
simulated true signal there: T_c = 2.5531 ms, T_e = 0.6277 ms
recovered from simulated means: tau_c = 1.9980 ms, tau_e = 0.4994 ms
equal dwells: x* = 0.7680, smallest T/d = 4.3111
random rate pairs: 100, input was the slow solution in 28
```
